# The angular width of Y_ll and the flatness of circular orbits

**Problem.** An electron in a central potential has orbital quantum numbers \(l=m\), the largest \(m\) possible.

(a) What shape does \(|Y_{ll}|^2\) take near the equator when \(l\) is large, and how wide is it?

(b) The vector model draws the angular momentum with length \(\sqrt{l(l+1)}\) and \(z\) component \(l\), so the orbit is tilted. Does the tilt account for the width and the shape?

(c) How thick is the ring formed by a hydrogen state with \(l=m=n-1\), and what sets the thickness? Give numbers for \(n=50\).

Atomic units are used in the algebra, so \(\hbar=1\). The latitude is \(\lambda=\pi/2-\theta\), and \(u=\cos\theta=\sin\lambda\). For hydrogen the nucleus is fixed, the motion is nonrelativistic, spin is ignored and there is no external field.

## (a) The band

The state with the largest \(m\) cannot be raised, so \(L_+Y_{ll}=0\), where \(L_+=e^{i\phi}(\partial_\theta+i\cot\theta\,\partial_\phi)\). With \(Y_{ll}=f(\theta)e^{il\phi}\), the \(\phi\) derivative gives a factor \(il\), and

\[
f'-l\cot\theta\,f=0\quad\Rightarrow\quad f\propto\sin^l\theta,\qquad |Y_{ll}|^2=N_l\cos^{2l}\lambda .
\]

The normalization and the widths all follow from one integral, \(I_l=\int_{-1}^{1}(1-u^2)^l\,du\). Integrating by parts for \(l\ge1\), with vanishing boundary term,

\[
I_l=2l\int_{-1}^{1}u^2(1-u^2)^{l-1}du=2l\,(I_{l-1}-I_l)
\quad\Rightarrow\quad I_l=\frac{2l}{2l+1}\,I_{l-1}.
\]

Starting from \(I_0=2\), this gives \(I_l=2\cdot4^l(l!)^2/(2l+1)!\). Since \(2\pi N_lI_l=1\),

\[
N_l=\frac{(2l+1)!}{4\pi\,4^l(l!)^2}.
\]

For large \(l\), expand the logarithm, \(\ln\cos\lambda=-\lambda^2/2-\lambda^4/12-\dots\):

\[
\cos^{2l}\lambda=\exp\!\left(-l\lambda^2-\frac{l\lambda^4}{6}-\dots\right)\approx e^{-l\lambda^2}.
\]

Where the density is appreciable, \(\lambda^2\) is of order \(1/l\), so the quartic term is of order \(1/l\) and can be dropped. Comparing with \(e^{-\lambda^2/2\sigma^2}\),

\[
\boxed{|Y_{ll}|^2\approx N_l\,e^{-l\lambda^2},\qquad \sigma=\frac{1}{\sqrt{2l}}\ \text{radians}.}
\]

The error can be estimated. With \(t=l\lambda^2\), the Gaussian exceeds the true curve by about \(t^2e^{-t}/(6l)\), in units of the peak. This is largest at \(t=2\), where it equals \(2e^{-2}/(3l)\). For \(l=49\) the estimate is 0.00184, and the computed maximum is 0.00185.

Two widths follow without approximation. From the recursion,

\[
\langle\cos^2\theta\rangle=1-\frac{I_{l+1}}{I_l}=1-\frac{2l+2}{2l+3}=\frac{1}{2l+3},
\]

and, because \(\tan^2\lambda=u^2/(1-u^2)\),

\[
\langle\tan^2\lambda\rangle=\frac{I_{l-1}-I_l}{I_l}=\frac{2l+1}{2l}-1=\frac{1}{2l}.
\]

Thus \(1/\sqrt{2l}\) is the rms value of \(\tan\lambda\) for every \(l\ge1\). The rms latitude is smaller. The probability per unit latitude contains the area factor \(\cos\lambda\approx e^{-\lambda^2/2}\), so its exponent is \(-l\lambda^2\) plus the small terms \(-\lambda^2/2-l\lambda^4/6\). To first order in these, using the Gaussian moments \(\langle\lambda^2\rangle=1/(2l)\), \(\langle\lambda^4\rangle=3/(4l^2)\) and \(\langle\lambda^6\rangle=15/(8l^3)\),

\[
\langle\lambda^2\rangle\approx\frac1{2l}-\frac12\left(\frac{3}{4l^2}-\frac1{4l^2}\right)-\frac l6\left(\frac{15}{8l^3}-\frac{3}{8l^3}\right)=\frac1{2l}\left(1-\frac1l\right).
\]

The rms latitude is therefore about \(\sigma[1-1/(2l)]\). The table shows the approach to the Gaussian limit.

| \(l\) | \(\sigma\) (deg) | rms latitude (deg) | probability within \(\pm\sigma\) |
|---|---|---|---|
| 1 | 40.51 | 28.37 | 0.837 |
| 5 | 18.12 | 16.52 | 0.721 |
| 20 | 9.06 | 8.84 | 0.693 |
| 49 | 5.79 | 5.73 | 0.687 |

A Gaussian has probability 0.683 within one standard deviation. For \(l=1\) the band is too broad for the expansion to be useful.

## (b) The tilted orbit

In the vector model the horizontal part of \(\mathbf L\) has squared length \(l(l+1)-l^2=l\). The tilt \(\alpha\) of \(\mathbf L\) from the \(z\) axis, which is also the tilt of the orbital plane from the equator, obeys

\[
\tan\alpha=\frac{\sqrt l}{l}=\frac1{\sqrt l}.
\]

For large \(l\) this is larger than \(\sigma\) by a factor \(\sqrt2\). The two angles mean different things: \(\alpha\) is the greatest latitude reached by the orbit, while \(\sigma\) is, for large \(l\), the rms latitude. To compare like with like, let \(\chi\) be the angle travelled around a circular orbit from the point where it crosses the equator. Then \(\sin\lambda=\sin\alpha\sin\chi\). Since \(\sin^2\alpha=l/[l(l+1)]=1/(l+1)\) and \(\sin^2\chi\) averages to \(1/2\),

\[
\overline{\sin^2\lambda}=\frac{1}{2(l+1)},
\]

which agrees at large \(l\) with the quantum value \(1/(2l+3)\). For \(l=49\) the tilt is 8.13°, and the rms latitude of the tilted orbit is 5.74°, against 5.73° for the quantum state.

For large \(l\) the width is right, but the shape is not. A measure of shape is the kurtosis, the mean fourth power divided by the square of the mean square, which is 3 for a Gaussian. For one tilted orbit \(\sin^4\chi\) averages to \(3/8\), so the kurtosis of \(\sin\lambda\) is \((3/8)/(1/2)^2=3/2\). The orbit spends much of its time near its extreme latitudes. For the quantum state,

\[
\langle u^4\rangle=\frac{I_l-2I_{l+1}+I_{l+2}}{I_l}
=1-\frac{2(2l+2)}{2l+3}+\frac{(2l+2)(2l+4)}{(2l+3)(2l+5)}=\frac{3}{(2l+3)(2l+5)},
\]

so the kurtosis is \(3(2l+3)/(2l+5)\), or 2.94 for \(l=49\).

What the single-tilt picture gets wrong is the distribution of each horizontal component of \(\mathbf L\). The sum \(L_x^2+L_y^2=L^2-L_z^2\) has the sharp value \(l\) in the quantum state, as on the cone. On the cone, however, \(L_x=\sqrt l\cos\beta\) with a uniformly distributed azimuth \(\beta\), which has variance \(l/2\) but kurtosis \(3/2\). The quantum distribution of \(L_x\) is different. The state \(m=l\) has the same angular momentum algebra as \(2l\) spins one half, all pointing up. A measurement of \(L_x\) then adds \(2l\) independent values \(\pm\tfrac12\), each sign having probability one half. The result is a binomial distribution with variance \(2l\cdot\tfrac14=l/2\), nearly Gaussian for large \(l\). Symmetry about \(z\) gives the same distribution for the component along any fixed horizontal direction.

Now use the classical condition \(\mathbf L\cdot\mathbf r=0\). With \(\rho\) the distance from the \(z\) axis and \(L_\rho\) the component of \(\mathbf L\) along the horizontal direction to the electron,

\[
\rho L_\rho+zL_z=0\quad\Rightarrow\quad \tan\lambda=\frac z\rho=-\frac{L_\rho}{l}.
\]

Take the azimuth of the electron to be independent of the horizontal part of \(\mathbf L\), so that \(L_\rho\) is distributed like \(L_x\). The variance of \(\tan\lambda\) is then \((l/2)/l^2=1/(2l)\), equal to the quantum result in (a), and for large \(l\) the shape is now nearly Gaussian. The two shapes agree only in that limit. The binomial is discrete and has kurtosis \(3-1/l\). The quantum distribution of \(\tan\lambda\) is continuous; for \(l\ge2\), \(\langle\tan^4\lambda\rangle=(I_{l-2}-2I_{l-1}+I_l)/I_l=3/[4l(l-1)]\), so its kurtosis is \(3l/(l-1)\). For \(l=49\) these are 2.98 and 3.06; for \(l=5\), 2.8 and 3.75. This remains a semiclassical picture: \(L_x\) and \(L_y\) do not commute, so the quantum state does not assign a definite tilted plane to each trial.

The next state, \(m=l-1\), shows that the averaged tilt works beyond this one case. Applying \(L_-=e^{-i\phi}(-\partial_\theta+i\cot\theta\,\partial_\phi)\) to \(\sin^l\theta\,e^{il\phi}\) gives \(-2l\cos\theta\sin^{l-1}\theta\,e^{i(l-1)\phi}\). The density near the equator is proportional to \(\lambda^2e^{-l\lambda^2}\): two bands with a node between them. To leading order at large \(l\), its mean square latitude is

\[
\frac{3/(4l^2)}{1/(2l)}=\frac{3}{2l}.
\]

The vector model has \(\tan^2\alpha=[l(l+1)-(l-1)^2]/(l-1)^2\approx3/l\), and half of this is again \(3/(2l)\).

## (c) The hydrogen ring

For \(l=n-1\), try the radial function \(rR=r^ne^{-r/n}\). Differentiating twice,

\[
\frac{(rR)''}{rR}=\left(\frac nr-\frac1n\right)^2-\frac n{r^2}=\frac{n(n-1)}{r^2}-\frac2r+\frac1{n^2}.
\]

In the radial equation, \(-\tfrac12\) times this expression cancels the centrifugal term \(n(n-1)/(2r^2)\) and the attraction \(-1/r\), leaving \(E=-1/(2n^2)\). The trial function is therefore a solution. Its moments are ratios of factorial integrals:

\[
\langle r^k\rangle=\left(\frac n2\right)^k\frac{(2n+k)!}{(2n)!},\qquad
\langle r\rangle=n^2+\frac n2,\qquad
\langle r^2\rangle=\frac{n^2(n+1)(2n+1)}2 .
\]

Subtracting \(\langle r\rangle^2=n^2(2n+1)^2/4\) gives the radial spread \(\Delta r=\tfrac n2\sqrt{2n+1}\). For the thickness, multiply \(\langle r^2\rangle\) by \(\langle\cos^2\theta\rangle=1/(2l+3)=1/(2n+1)\):

\[
\langle z^2\rangle=\frac{n^2(n+1)}2,\qquad
\frac{z_{\rm rms}}{\langle r\rangle}=\frac{\sqrt{2(n+1)}}{2n+1}\approx\frac1{\sqrt{2n}} .
\]

| \(n\) | \(\langle r\rangle\) (Å) | \(z_{\rm rms}\) (Å) | \(z_{\rm rms}/\langle r\rangle\) | \(1/\sqrt{2n}\) |
|---|---|---|---|---|
| 2 | 2.65 | 1.30 | 0.490 | 0.500 |
| 10 | 55.6 | 12.4 | 0.223 | 0.224 |
| 50 | 1336 | 133.6 | 0.100 | 0.100 |

The orbit becomes planar in a relative sense. Its thickness grows as \(n^{3/2}\), but its radius grows faster, as \(n^2\). At \(n=50\), with energy \(-0.00544\) eV, the rms height is one tenth of the mean radius: \(133.6/1336=0.100\). The radial spread is 133.0 Å, so the electron occupies a ring about as thick vertically as radially, rather than a flat disc. These lengths are for a fixed nucleus. The finite proton mass stretches all electron–proton lengths by 0.054%, giving 1337 Å and 133.7 Å at \(n=50\), and leaves the ratios unchanged.

The thickness is zero-point motion. At distance \(\rho=n^2\) from the axis, the potential for a small height is

\[
-\frac1{\sqrt{n^4+z^2}}\approx-\frac1{n^2}+\frac{z^2}{2n^6},
\]

a harmonic well of frequency \(\omega=1/n^3\). Its ground state has \(\langle z^2\rangle=1/(2\omega)=n^3/2\), the leading term of the result above. For \(n=50\) this gives an rms height of 132.3 Å, about 1% below the full value. The circular Kepler orbit has the same frequency, because \(\omega^2\rho=1/\rho^2\) at \(\rho=n^2\). One vertical oscillation per revolution is a tilted closed orbit, which connects this explanation with the vector model.

The momentum supports the same reading. Since \(r^l\sin^l\theta\,e^{il\phi}=(x+iy)^l\), the wave function is \(\psi\propto(x+iy)^le^{-r/n}\), and \(\partial_z\psi=-z\psi/(nr)\). Therefore

\[
\langle p_z^2\rangle=\frac{\langle\cos^2\theta\rangle}{n^2}=\frac1{n^2(2n+1)},\qquad
\langle z^2\rangle\langle p_z^2\rangle=\frac{n+1}{2(2n+1)}\to\frac14 .
\]

The limit is the smallest product the uncertainty relation allows, as expected for an oscillator ground state. At \(n=50\) the product is 0.252. The state \(m=-(n-1)\) forms the same ring, with the electron circulating in the opposite sense. A field or collision that mixes in states of the same \(n\) with smaller \(l\) or smaller \(|m|\) generally changes the ring. The computed values are listed in full in the numerical output below.

## Table of computed values

```
Band: l, 1/sqrt(2l) [deg], rms latitude [deg], part within 1 sigma
    1    40.514    28.370   0.8374
    5    18.119    16.521   0.7209
   20     9.059     8.840   0.6926
   49     5.788     5.729   0.6868
Gaussian part within 1 sigma: 0.6827
Example: n = 50, l = m = 49
Peak density N_l: 0.63335 per steradian
Gaussian peak density: 0.62855 per steradian
Largest Gaussian error / peak: 0.001849
Leading error estimate / peak: 0.001841
Mean cos^2(theta): 0.009901
Mean tan^2(latitude): 0.010204
Kurtosis of cos(theta): 2.9417
Vector-model tilt: 8.130 deg
Tilt / (1/sqrt(2l)): 1.4047
Rms latitude of tilted orbit: 5.744 deg
Mean sin^2(latitude) of tilted orbit: 0.010000
Kurtosis for one tilt: 1.5000
Variance of L_x: 24.5000 hbar^2
Kurtosis of L_x: 2.9796
Ring: n, mean r [angstrom], z_rms [angstrom], z_rms/mean r, 1/sqrt(2n)
    2      2.646     1.296   0.4899   0.5000
   10     55.564    12.410   0.2234   0.2236
   50   1336.172   133.611   0.1000   0.1000
Energy, n = 50: -0.005442 eV
Radial spread: 132.954 angstrom
Spread of distance from axis: 132.625 angstrom
Vertical quantum hbar*omega: 2.1769e-04 eV
Zero-point rms height: 132.295 angstrom
Mean z^2 times mean p_z^2: 0.2524 hbar^2
```
